# Hybridization Lines, Hybridization Energy and the Order Histogram

**The system.** An impurity is coupled to a finite fermionic bath,

$$H=H_0+H_{\rm hyb},\qquad H_0=H_{\rm loc}+H_{\rm bath},\qquad H_{\rm hyb}=\sum_{a,p}\left(V_{ap}\,d_a^\dagger c_p+V_{ap}^*\,c_p^\dagger d_a\right).$$

$H_{\rm loc}$ acts on the impurity alone and may contain any interaction that conserves the impurity particle number. $H_{\rm bath}$ is quadratic and conserves the bath particle number. Energies are measured from the chemical potential, $\hbar=k_B=1$, and $\beta$ is the inverse temperature. The algebra is in atomic units; numerical energies are in eV.

## Part (a): the expansion

*Expand the partition function in $H_{\rm hyb}$. Which orders survive, and how many hybridization lines does each contain?*

**Answer.** Put $H(\lambda)=H_0+\lambda H_{\rm hyb}$. The Dyson series is $Z(\lambda)={\rm Tr}\,e^{-\beta H(\lambda)}=\sum_n\lambda^nW_n$ with

$$W_n=(-1)^n\!\!\int\limits_{0<\tau_1<\dots<\tau_n<\beta}\!\!\!d\tau_1\cdots d\tau_n\;{\rm Tr}\left[e^{-\beta H_0}H_{\rm hyb}(\tau_n)\cdots H_{\rm hyb}(\tau_1)\right],$$

where $A(\tau)=e^{\tau H_0}Ae^{-\tau H_0}$. For a finite bath all operators are finite matrices. The time domain has volume $\beta^n/n!$, so the series converges for every $\lambda$ and may be differentiated term by term.

A vertex $d^\dagger c$ removes one particle from the bath and $c^\dagger d$ adds one, while $H_0$ conserves the bath number. The trace therefore vanishes unless both kinds of vertex occur equally often. Hence $n=2k$, and $(-1)^n=1$.

The bath factor contains $k$ operators $c$ and $k$ operators $c^\dagger$. Since $H_{\rm bath}$ is quadratic, Wick's theorem writes its average as a signed sum over the $k!$ pairings, which is a determinant. Each pairing is a set of $k$ hybridization lines, so order $2k$ has $k$ lines.

## Part (b): the mean number of lines

*Let $Z_k=W_{2k}$, $Z=Z(1)$ and $p(k)=Z_k/Z$. Show that $\langle k\rangle=-\beta\langle H_{\rm hyb}\rangle/2$.*

**Answer.** Differentiating the series at $\lambda=1$ brings down the order:

$$\left.\frac{dZ}{d\lambda}\right|_{1}=\sum_n nW_n=2\sum_k kZ_k=2Z\langle k\rangle .$$

The same derivative follows from the trace. Although $H_0$ and $H_{\rm hyb}$ do not commute, cyclicity gives $\frac{d}{d\lambda}{\rm Tr}\,H^m=m\,{\rm Tr}(H_{\rm hyb}H^{m-1})$. Summing the exponential series,

$$\frac{dZ}{d\lambda}=\sum_{m\ge1}\frac{(-\beta)^m}{m!}\,m\,{\rm Tr}\left(H_{\rm hyb}H^{m-1}\right)=-\beta\,{\rm Tr}\left(H_{\rm hyb}e^{-\beta H}\right)=-\beta Z\langle H_{\rm hyb}\rangle .$$

Equating the two results,

$$\boxed{\langle k\rangle=-\frac{\beta}{2}\langle H_{\rm hyb}\rangle}$$

The factor $1/2$ appears because a line joins two vertices. Here $\langle H_{\rm hyb}\rangle$ includes both conjugate terms, and $k$ counts the lines of all spins and orbitals.

If all configuration weights are non-negative, $p(k)$ is the histogram that a Monte Carlo run records. If weights change sign and their moduli are sampled, the mean must be reweighted, $\langle k\rangle=\langle ks\rangle_{|w|}/\langle s\rangle_{|w|}$, with $s$ the sign; the raw mean of $k$ then need not obey the identity.

## Part (c): one level and one bath site

*For spinless fermions take $H_0=\varepsilon_dd^\dagger d+\varepsilon_bc^\dagger c$ and $H_{\rm hyb}=V(d^\dagger c+c^\dagger d)$ with real $V$. Write the weight of a configuration with a determinant of hybridization lines, and evaluate the determinant.*

**Answer.** Because $(d^\dagger)^2=d^2=0$, creations and annihilations alternate in time. A configuration is thus fixed by the level's occupation $n_0$ at $\tau=0$ and by $2k$ ordered times. Let $\tau_i$ be the $i$-th creation time, $\tau_i'$ the $i$-th annihilation time, and $L$ the total time for which the level is occupied.

Under time ordering the vertices commute, since each is a product of two fermion operators. Group them as $d^\dagger(\tau_i)c(\tau_i)\,c^\dagger(\tau_i')d(\tau_i')$. Moving $d(\tau_i')$ left past two operators costs no sign, which leaves $d^\dagger(\tau_i)d(\tau_i')\,c(\tau_i)c^\dagger(\tau_i')$. Local and bath factors separate.

*Bath factor.* With $f=1/(e^{\beta\varepsilon_b}+1)$, define

$$\Delta(\tau)=V^2\langle T\,c(\tau)c^\dagger(0)\rangle=V^2e^{-\varepsilon_b\tau}\times\begin{cases}1-f,&\tau>0\\-f,&\tau<0.\end{cases}$$

Including $V^{2k}$, the bath trace is $Z_{\rm bath}\det\Delta(\tau_i-\tau_j')$, where $Z_{\rm bath}=1+e^{-\beta\varepsilon_b}$.

*Local factor.* For $n_0=1$ each annihilation precedes its partner creation, so $d^\dagger(\tau_i)d(\tau'_i)$ is already time-ordered. For $n_0=0$ each pair must be exchanged, giving $(-1)^k$. Hence

$$w=s\,Z_{\rm bath}\,e^{-\varepsilon_dL}\det\Delta(\tau_i-\tau_j'),\qquad s=\begin{cases}(-1)^k,&n_0=0\\1,&n_0=1.\end{cases}$$

*Determinant.* The exponential splits into a row factor $e^{-\varepsilon_b\tau_i}$ and a column factor $e^{\varepsilon_b\tau_j'}$, so

$$\det\Delta=V^{2k}e^{-\varepsilon_b\sum_i(\tau_i-\tau_i')}\det M,$$

where $M_{ij}=1-f$ if $\tau_i>\tau_j'$ and $-f$ otherwise. From the last row upwards, subtract from each row the one above it.

- For $n_0=1$, $M_{ij}=1-f$ when $j\le i$. Row $i\ge2$ becomes a row with a single 1 in column $i$. Thus $\det M=M_{11}=1-f$. The level is empty for the time $\sum_i(\tau_i-\tau_i')=\beta-L$, and $Z_{\rm bath}(1-f)=1$.
- For $n_0=0$, $M_{ij}=1-f$ when $j<i$. Row $i\ge2$ becomes a row with a single 1 in column $i-1$. Expanding along the first row, whose entries are all $-f$, leaves the last column: $\det M=(-1)^{k+1}(-f)=(-1)^kf$. This sign cancels $s$. Now $\sum_i(\tau_i-\tau_i')=-L$, and $Z_{\rm bath}f=e^{-\beta\varepsilon_b}$.

Both cases give, for $k\ge1$,

$$w=V^{2k}\,e^{-\varepsilon_dL-\varepsilon_b(\beta-L)}>0 .$$

One particle moves back and forth: the bath site is filled precisely while the level is empty. For $k=0$ the two sites are independent, and $Z_0=(1+e^{-\beta\varepsilon_d})(1+e^{-\beta\varepsilon_b})$.

## Part (d): the order histogram

*Integrate the weight over all times to find $Z_k$, and check the case $\varepsilon_d=\varepsilon_b$.*

**Answer.** The set of $m$ positive intervals with sum $S$ has volume $S^{m-1}/(m-1)!$. For $n_0=0$ there are $k$ occupied and $k+1$ empty intervals; for $n_0=1$ these numbers are exchanged. At fixed $L$ the two volumes add to

$$\frac{L^{k-1}(\beta-L)^k+L^k(\beta-L)^{k-1}}{k!\,(k-1)!}=\frac{\beta\,[L(\beta-L)]^{k-1}}{k!\,(k-1)!}.$$

Therefore

$$Z_k=\frac{V^{2k}\beta}{k!(k-1)!}\int_0^\beta dL\,[L(\beta-L)]^{k-1}e^{-\varepsilon_dL-\varepsilon_b(\beta-L)} .$$

Set $L=\beta(1+t)/2$, $\bar\varepsilon=(\varepsilon_d+\varepsilon_b)/2$, $\delta=|\varepsilon_d-\varepsilon_b|/2$ and $x=\beta\delta$. Then $L(\beta-L)=\beta^2(1-t^2)/4$ and $dL=\beta\,dt/2$. The exponent is $-\beta\bar\varepsilon-\beta t(\varepsilon_d-\varepsilon_b)/2$, and its sign in $t$ is immaterial because the rest of the integrand is even. Collecting powers,

$$Z_k=\frac{2e^{-\beta\bar\varepsilon}(\beta V)^{2k}}{4^k\,k!(k-1)!}\int_{-1}^1dt\,(1-t^2)^{k-1}e^{xt}.$$

The modified spherical Bessel function is

$$i_n(x)=\frac{x^n}{2^{n+1}n!}\int_{-1}^1dt\,(1-t^2)^ne^{xt},\qquad i_0(x)=\frac{\sinh x}{x}.$$

With $n=k-1$ the integral in $Z_k$ equals $2^k(k-1)!\,i_{k-1}(x)/x^{k-1}$, so

$$Z_k=2e^{-\beta\bar\varepsilon}\,\frac{(\beta^2V^2/2)^k}{k!}\,\frac{i_{k-1}(x)}{x^{k-1}},\qquad k\ge1 .$$

For equal levels $x=0$. The substitution $t=2u-1$ turns the integral into a beta function, $2^{2k-1}[(k-1)!]^2/(2k-1)!$, and

$$Z_k=e^{-\beta\bar\varepsilon}\frac{(\beta V)^{2k}}{k\,(2k-1)!}=2e^{-\beta\bar\varepsilon}\frac{(\beta V)^{2k}}{(2k)!}.$$

For $k\ge1$ these are the even terms of an exponential series in $\beta V$. The term $k=0$ is different: $Z_0=(1+e^{-\beta\bar\varepsilon})^2$ exceeds $2e^{-\beta\bar\varepsilon}$ by $1+e^{-2\beta\bar\varepsilon}$, the weight of the empty and doubly occupied states.

## Part (e): sum and mean of the histogram

*Show that the $Z_k$ add up to the partition function, and that their mean agrees with part (b).*

**Answer.** Integration by parts gives

$$\int_{-1}^1dt\,t(1-t^2)^ne^{xt}=\frac{x}{2(n+1)}\int_{-1}^1dt\,(1-t^2)^{n+1}e^{xt},$$

and hence

$$\frac1x\frac{d}{dx}\frac{i_n}{x^n}=\frac{i_{n+1}}{x^{n+1}},\qquad \frac1x\frac{d}{dx}\cosh x=i_0(x).$$

In the variable $y=x^2$ the operator $x^{-1}d/dx$ is $2\,d/dy$. The Taylor series of $\cosh\sqrt{y}$ about $y=x^2$, with increment $\beta^2V^2$, is therefore

$$\cosh(\beta R)=\cosh x+\sum_{k\ge1}\frac{(\beta^2V^2/2)^k}{k!}\frac{i_{k-1}(x)}{x^{k-1}},\qquad R=\sqrt{\delta^2+V^2}.$$

Since $Z_0=1+e^{-2\beta\bar\varepsilon}+2e^{-\beta\bar\varepsilon}\cosh x$, the sum is

$$\sum_kZ_k=1+e^{-2\beta\bar\varepsilon}+2e^{-\beta\bar\varepsilon}\cosh(\beta R)=(1+e^{-\beta E_+})(1+e^{-\beta E_-}),\qquad E_\pm=\bar\varepsilon\pm R .$$

$E_\pm$ are the eigenvalues of the one-particle matrix with diagonal $\varepsilon_d,\varepsilon_b$ and off-diagonal $V$, so the sum is $Z$.

Each $Z_k$ is proportional to $(V^2)^k$. Hence

$$\langle k\rangle=\frac{V^2}{Z}\frac{\partial Z}{\partial V^2}=\frac{\beta V^2}{2R}\,\frac{2e^{-\beta\bar\varepsilon}\sinh(\beta R)}{Z}=\frac{\beta V^2}{2R}\,[f(E_-)-f(E_+)],$$

where $f(E)=1/(e^{\beta E}+1)$. The last step puts the difference of Fermi functions over the common denominator $Z$: its numerator is $e^{-\beta E_-}-e^{-\beta E_+}$.

For the energy, scale $V\to\lambda V$. At $\lambda=1$, $\partial E_\pm/\partial\lambda=\pm V^2/R$, so

$$\langle H_{\rm hyb}\rangle=-\frac1\beta\frac{\partial\ln Z}{\partial\lambda}=\frac{V^2}{R}\,[f(E_+)-f(E_-)].$$

Multiplication by $-\beta/2$ reproduces the histogram mean.

*Limits.* When $\beta|\bar\varepsilon|$ and $\beta R$ are small, $f(E_-)-f(E_+)\approx\beta R/2$, and $\langle k\rangle\approx\beta^2V^2/4$. At low temperature with $E_-<0<E_+$, $\langle k\rangle\approx\beta V^2/(2R)$: the mean dimension $k$ of the matrix whose determinant is taken grows linearly with $\beta$. If both $E_\pm$ lie on the same side of the chemical potential, the Fermi difference vanishes exponentially, and so does $\langle k\rangle$.

## Part (f): numbers and sampling

*Take $\varepsilon_d=-0.3$ eV, $\varepsilon_b=0.2$ eV, $V=0.5$ eV and $\beta=10\ {\rm eV}^{-1}$. Evaluate the mean and the histogram, give a Monte Carlo scheme that samples it, and explain the width.*

**Answer.** Here $\bar\varepsilon=-0.05$ eV, $\delta=0.25$ eV and $R=\sqrt{0.0625+0.25}=0.5590$ eV. The Fermi factors are $f(E_-)=0.99774$ and $f(E_+)=0.00612$. Thus

$$\langle H_{\rm hyb}\rangle=\frac{0.25}{0.5590}(0.00612-0.99774)\ {\rm eV}=-0.4435\ {\rm eV}=-0.01630\ {\rm hartree},$$

$$\langle k\rangle=\tfrac12(10)(0.4435)=2.217 .$$

For the histogram, $x=2.5$ and $\beta^2V^2/2=12.5$. For example, $Z_1=2e^{0.5}(12.5)\sinh(2.5)/2.5=99.75$. With $Z=445.22$ this gives $p(1)=0.2240$.

*Sampling.* Propose insertions and removals equally often. An insertion draws two times uniformly on $[0,\beta]$, with density $2/\beta^2$ for the unordered pair. The reverse move selects that pair among $2k+2$ times with probability $2/[(2k+2)(2k+1)]$. Detailed balance gives the acceptance ratios

$$r_{\rm ins}=\frac{w'}{w}\,\frac{\beta^2}{(2k+2)(2k+1)},\qquad r_{\rm rem}=\frac{w'}{w}\,\frac{2k(2k-1)}{\beta^2},$$

each move being accepted with probability $\min(1,r)$. A third move flips $n_0$ at fixed times, with ratio $w'/w$. A run of 150,000 steps, using the determinants themselves, gave:

| $k$ | formula | Monte Carlo | standard error |
|---|---|---|---|
| 0 | 0.0538 | 0.0532 | 0.0017 |
| 1 | 0.2240 | 0.2235 | 0.0028 |
| 2 | 0.3437 | 0.3427 | 0.0024 |
| 3 | 0.2462 | 0.2455 | 0.0026 |
| 4 | 0.1005 | 0.1024 | 0.0019 |
| 5 | 0.0263 | 0.0267 | 0.0009 |

The differences are at most about one standard error. The sampled mean, $2.225\pm0.012$, agrees with 2.217. A separate evaluation of the time-ordered integrals, by a matrix exponential without determinants, confirms the formula for $Z_k$.

*Width.* The variance is 1.372, which is 0.619 of the mean; a Poisson distribution would give 1. To see why, consider first the one-particle sector, whose contribution to $Z$ is $2e^{-\beta\bar\varepsilon}\cosh(\beta R)$. For $\beta R\gg1$ its mean is $m=\beta V^2/(2R)=2.236$. Because $k$ counts powers of $V^2$, applying $V^2\partial/\partial V^2$ to $m$ gives the variance:

$$\sigma^2=\frac{\beta V^2}{2R}-\frac{\beta V^4}{4R^3}=m\left(1-\frac{V^2}{2R^2}\right)=0.6\,m .$$

The empty and doubly occupied states cannot hybridize and contribute only to $k=0$. Their probability is $q=(1+e^{-2\beta\bar\varepsilon})/Z=(1+e)/445.22=0.0084$. The mixture has mean $(1-q)m=2.217$ and variance $(1-q)\sigma^2+q(1-q)m^2=1.372$, which accounts for the ratio.

*An interacting check.* Part (b) did not require a noninteracting level. Take two spins, each with its own bath site at 0.2 eV and $V=0.5$ eV, and $H_{\rm loc}=\varepsilon_d(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$ with $\varepsilon_d=-1$ eV and $U=2$ eV. Diagonalization gives $\langle H_{\rm hyb}\rangle=-0.8036$ eV, hence $-\beta\langle H_{\rm hyb}\rangle/2=4.018$. The mean computed order by order from the Dyson series is also 4.018. This number counts the lines of both spins. The closed histogram of part (d), by contrast, belongs to the noninteracting level with one bath site. Further digits are in the numerical output below.

## Table of computed values

```
level energy eps_d = -0.30 eV
bath energy eps_b = 0.20 eV
hybridization V = 0.50 eV
beta = 10.0 1/eV
temperature = 1160.5 K
mean level energy e = -0.0500 eV
half splitting R = 0.559017 eV
E_minus = -0.609017 eV, E_plus = 0.509017 eV
f(E_minus) = 0.997740, f(E_plus) = 0.006119
Bessel argument x = 2.5000
partition function Z = 445.220873
weights Z_0 = 23.939154, Z_1 = 99.751008, Z_2 = 153.009894
hybridization energy = -0.443466 eV = -0.016297 hartree
-beta E_hyb / 2 = 2.217332
mean k from histogram = 2.217332
variance of k = 1.372082
variance / mean = 0.6188 (Poisson would give 1)
k, exact p(k), Monte Carlo p(k), standard error
0  0.053769  0.0532  0.0017
1  0.224048  0.2235  0.0028
2  0.343672  0.3427  0.0024
3  0.246191  0.2455  0.0026
4  0.100505  0.1024  0.0019
5  0.026324  0.0267  0.0009
6  0.004783  0.0052  0.0004
7  0.000637  0.0006  0.0001
8  0.000065  0.0001  0.0001
exact probability of k > 8 = 5.551e-06
Monte Carlo mean k = 2.2252, standard error = 0.0120
Monte Carlo steps = 150000, warmup = 5000, bins = 50
accepted fraction of all steps = 0.450
interacting case: U = 2.00 eV, eps_d = -1.00 eV, two spins
interacting hybridization energy = -0.803561 eV
interacting -beta E_hyb / 2 = 4.017805
interacting mean k from Dyson series = 4.017805
```
